# Why ln J against √E Underestimates the Poole-Frenkel Permittivity

**Q.** When I test for Poole-Frenkel conduction I plot \(\ln J\) against \(\sqrt E\), fit a line, and get the permittivity from its slope. I know that the current also carries a plain factor \(E\), and that some people divide it out first. I don't see the need. Over my window the field rises by a factor of 5 and the current by about 700. The exponential does the work, and the line is straight.

**A.** Take logarithms of those two factors before calling one negligible. \(\ln 700\approx6.6\) and \(\ln5\approx1.6\), so the plain factor supplies about a quarter of the rise you are fitting. The permittivity goes as the inverse square of the slope, which makes matters worse. But first we should agree on what the slope is supposed to mean. What model do you have in mind?

**Q.** A trap that is positive when empty. The field lowers its Coulomb barrier, electrons escape into the band, and they drift with a constant mobility.

**A.** Then let the field be uniform, and let the electron leave along the direction in which the field helps it. At distance \(x\) from the trap its potential energy is

\[
V(x)=-\frac{q^2}{4\pi\varepsilon_0\varepsilon x}-qEx ,
\]

where \(q>0\) is the elementary charge and \(\varepsilon\) is the relative permittivity felt during the escape. The top of the barrier is where the derivative vanishes:

\[
\frac{q^2}{4\pi\varepsilon_0\varepsilon x_m^2}-qE=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{q}{4\pi\varepsilon_0\varepsilon E}} .
\]

This condition also says that the two terms of \(V\) are equal at \(x_m\), so \(V(x_m)=-2qEx_m\). Without the field the electron had to reach \(V=0\). The barrier is therefore lowered by

\[
2qEx_m=q\sqrt{\frac{qE}{\pi\varepsilon_0\varepsilon}}\equiv\beta\sqrt E,
\qquad
\beta^2=\frac{q^3}{\pi\varepsilon_0\varepsilon}.
\]

**Q.** So the free-electron density contains \(\exp(\beta\sqrt E/k_BT)\). Why do some analyses have a 2 in the denominator?

**A.** That depends on compensation. Let there be \(N_D\) traps and \(N_A\) acceptors that have taken electrons from them. Neutrality makes the number of empty traps \(n+N_A\), where \(n\) is the free density, and leaves \(N_D-N_A-n\) occupied. In steady state emission equals capture:

\[
n(n+N_A)=K(N_D-N_A-n),\qquad
K=\frac{N_c}{g}\,e^{-(\phi-\beta\sqrt E)/k_BT}.
\]

Here \(\phi\) is the trap depth, \(N_c\) the effective density of band states and \(g\) the trap degeneracy. The zero-field value of \(K\) follows from thermal equilibrium. The field-dependent form assumes that the field speeds up emission and leaves the capture coefficient alone.

If \(n\) is much smaller than both \(N_A\) and \(N_D-N_A\), it can be dropped from the brackets, giving \(n=K(N_D-N_A)/N_A\), proportional to \(K\). If \(N_A=0\) and \(n\ll N_D\), the balance becomes \(n^2=KN_D\), so \(n\) is proportional to \(\sqrt K\) and the exponent is halved. Both cases are covered by

\[
n\propto e^{Ss},\qquad s=\sqrt E,\qquad S=\frac{\beta}{rk_BT},
\]

with \(r=1\) for the compensated case and \(r=2\) for the uncompensated one.

**Q.** Good. I measure the slope, call it \(S\), and solve for \(\varepsilon\).

**A.** You measure the slope of what? The current density is \(J=q\mu nE\). With \(\mu\) constant, and \(E=s^2\),

\[
\ln J=\text{constant}+Ss+2\ln s .
\]

Differentiate with respect to the variable on your horizontal axis:

\[
\frac{d\ln J}{ds}=S+\frac2s=S+\frac{2}{\sqrt E}.
\]

Dividing the current by \(E\) removes the last term, so in this model \(\ln(J/E)\) has slope \(S\).

**Q.** A steeper line, then. Doesn't a steeper line mean a larger permittivity?

**A.** The other way round. A larger permittivity screens the Coulomb attraction, makes \(\beta\) smaller and flattens the line. Substituting \(\beta=rk_BTS\) into the expression for \(\beta^2\) gives

\[
\varepsilon=\frac{q^3}{\pi\varepsilon_0(rk_BTS)^2}.
\]

If \(S+2/s\) is put where \(S\) belongs, everything else cancels in the ratio of inferred to true value:

\[
\frac{\varepsilon_{\rm app}}{\varepsilon}
=\left(\frac{S}{S+2/s}\right)^2
=\left(1+\frac{2}{Ss}\right)^{-2}<1 .
\]

For \(Ss\gg2\) this is approximately \(1-4/(Ss)\). The error fades at high field, but only as \(1/\sqrt E\). It grows with temperature, since \(S\propto1/T\), and it is larger for \(r=2\), since that halves \(S\).

**Q.** How large is it under conditions where someone might actually measure?

**A.** Take a calculated current for a 10 µm MgO layer at 400 K, with seventeen fields from 0.1 to 0.5 MV/cm, equally spaced in \(\sqrt E\). The optical permittivity of MgO is roughly 3, and I use 3.0. The rest are round model choices: compensated traps 1.2 eV deep, \(N_D=10^{17}\) and \(N_A=5\times10^{16}\ \mathrm{cm^{-3}}\), a band mass of 0.4 electron masses and a mobility of 1 cm²/Vs.

With fields in MV/cm, \(\beta=0.4382\) eV (cm/MV)\(^{1/2}\) and \(k_BT=0.03447\) eV, so

\[
S=\frac{0.4382}{0.03447}\approx12.71\ (\mathrm{cm/MV})^{1/2}.
\]

The current density runs from \(3.3\times10^{-9}\) to \(2.4\times10^{-6}\ \mathrm{A/cm^2}\). Straight-line fits to the same currents give slopes of 12.712 for \(\ln(J/E)\) and 16.758 for \(\ln J\), in the same unit. Your reading of the second slope yields

\[
\varepsilon_{\rm app}=3.0\left(\frac{12.712}{16.758}\right)^2\approx1.73 ,
\]

which is 42% below the value used to generate the current. The other plot returns 3.00.

**Q.** The added slope there is 4.05. Your formula has \(2/\sqrt E\), which isn't one number. Which field did you use?

**A.** None in particular. At the two ends of the window \(2/\sqrt E\) is 6.32 and 2.83, and a fitted line takes a weighted mean. The weights can be found. Let the points be dense and uniform in \(s\) from \(a\) to \(b\), with midpoint \(m=(a+b)/2\) and length \(L=b-a\). The least-squares slope of a function \(f(s)\) is

\[
M=\frac{\int_a^b(s-m)f\,ds}{\int_a^b(s-m)^2ds}
=\frac{12}{L^3}\int_a^b(s-m)f\,ds .
\]

Define \(W=(s-a)(b-s)/2\). Its derivative is \(m-s\), and it vanishes at both ends, so integration by parts gives

\[
M=-\frac{12}{L^3}\int_a^bW'f\,ds
=\frac{12}{L^3}\int_a^bWf'\,ds
=\int_a^b\frac{6(s-a)(b-s)}{L^3}f'(s)\,ds .
\]

The weight is positive inside the window and integrates to one. For \(f=2\ln s\) we have \(f'=2/s\), and \((s-a)(b-s)/s=a+b-s-ab/s\). Hence the added slope for dense points is

\[
\begin{aligned}
A&=\frac{12}{L^3}\left[(a+b)(b-a)-\frac{b^2-a^2}{2}-ab\ln\frac ba\right]\\
&=\frac{12}{(b-a)^3}\left[\frac{b^2-a^2}{2}-ab\ln\frac ba\right].
\end{aligned}
\]

With \(a=0.3162\) and \(b=0.7071\ (\mathrm{MV/cm})^{1/2}\), \(A=4.03\). For a finite set of points the added slope is the least-squares slope of \(\ln E\) against \(\sqrt E\) at those points. Call it \(A_{\rm fit}\). For the seventeen fields here it is 4.046, slightly different from \(A\) because a discrete sum weights the window slightly differently from the integral.

**Q.** But if the extra slope falls by more than half across the window, my plot should be visibly curved. It looks straight.

**A.** The curvature is there: \(d^2\ln J/ds^2=-2/s^2\). It is small beside the total rise. In the example the straight line through \(\ln J\) has \(R^2=0.9993\), and its largest residual is 0.114, a current error of about 12%. A plot covering nearly three decades hides that easily. The residuals would show a systematic bend if the noise were well below 12%. Straightness tells you that the slope varies little compared with its size; it does not tell you what the slope is made of.

There is an extreme case. Suppose the conductor is simply ohmic, with \(n\) independent of field. Then \(S=0\), but your plot at these fields still has slope 4.046. Interpreted as compensated Poole-Frenkel emission at 400 K, it would give

\[
3.0\left(\frac{12.712}{4.046}\right)^2\approx30 .
\]

That number comes from the choice of fields and the temperature. There is no Coulomb barrier in it at all.

**Q.** Could I restrict the fit to the upper end of the field range?

**A.** It helps, but not enough here. The local slope of \(\ln J\) gives a permittivity of 1.34 at 0.1 MV/cm and 2.01 at 0.5 MV/cm. Even the better end is a third too low. For uncompensated traps, with the other settings unchanged, the true slope is halved to 6.36 while the added 4.05 stays. The fitted \(\ln J\) slope is 10.40, and even with the correct \(r=2\) the inferred permittivity is only \(3.0(6.356/10.402)^2\approx1.12\). Treat that as a limiting case. With a trap this deep there are so few free electrons that \(r=2\) requires fewer than about \(10^{10}\) acceptors per cm³, and with \(10^{13}\) the slope is already that of \(r=1\).

**Q.** Is there a way to detect the mistake from the data, if I don't know \(\varepsilon\) beforehand?

**A.** Vary the temperature and keep the same set of fields. If \(\varepsilon\) and \(r\) do not change, \(S\) is proportional to \(1/T\), whereas \(A_{\rm fit}\) depends on the fields alone. The fitted slopes of \(\ln J\) in the example are 18.57, 16.76 and 15.35 at 350, 400 and 450 K. Plotted against \(1/T\), they extrapolate to 4.046 at \(1/T=0\), where the slopes of \(\ln(J/E)\) extrapolate to zero. A nonzero intercept is a warning about the prefactor, not a unique proof of this particular omission, because other field-dependent prefactors can produce one too.

**Q.** You keep saying "constant mobility". What if it isn't constant?

**A.** Then the factor to divide out changes. Suppose the drift velocity is \(\mu E/(1+\mu E/v_{\rm sat})\). Its logarithm contains \(\ln E-\ln(1+\mu E/v_{\rm sat})\), whose derivative with respect to \(E\) is

\[
\frac1E-\frac{\mu/v_{\rm sat}}{1+\mu E/v_{\rm sat}}
=\frac{1}{E(1+\mu E/v_{\rm sat})}.
\]

Multiplying by \(dE/ds=2s\) gives the added slope

\[
\frac{2}{s(1+\mu E/v_{\rm sat})}.
\]

At low velocity this is \(2/s\). Deep in saturation it vanishes, and your \(\ln J\) plot becomes the right one; dividing by \(E\) would then subtract a slope that was never present and make \(\varepsilon\) too large. In the example the velocity at the highest field is \(5\times10^5\) cm/s. With an assumed limit of \(10^7\) cm/s, saturation only shifts the two inferred permittivities to 3.05 and 1.75.

**Q.** So for low-mobility material, \(\ln(J/E)\) gives the true permittivity.

**A.** Within the one-dimensional escape law, yes. Real electrons can leave in other directions. Along a straight ray at angle \(\theta\) to the favourable direction, the field component is \(E\cos\theta\), so for \(\cos\theta>0\) the lowering is \(\beta\sqrt{E\cos\theta}\). Take the rate in the backward hemisphere to be unchanged by the field. With \(y=\beta\sqrt E/k_BT\) and \(c=\cos\theta\), the average enhancement is

\[
\frac12\int_0^1e^{y\sqrt c}\,dc+\frac12
=\int_0^1we^{yw}\,dw+\frac12
=\frac{1+(y-1)e^y}{y^2}+\frac12 ,
\]

where \(c=w^2\), \(dc=2w\,dw\). For large \(y\) this approaches \(e^y/y\). The extra \(1/y\) contributes \(-1/s\) to the logarithmic slope. For compensated traps, the leading slopes are then \(S-1/s\) for \(\ln(J/E)\) and \(S+1/s\) for \(\ln J\).

**Q.** Then the two plots are wrong by similar amounts, in opposite directions!

**A.** In that model, yes. Fits to the example with the full average give 4.02 from \(\ln(J/E)\) and 2.15 from \(\ln J\), against a true 3.0. Your plot has the slightly smaller absolute error (−0.85 against +1.02), though as a ratio it is slightly further off (a factor 1.40 against 1.34). Straight rays, however, assume few collisions on the way to the barrier top. With the mobility and mass chosen here the mean free path would come out at about 0.05 nm, less than the distance between neighbouring atoms. Free flight in a band is then not a fair picture, and escape is better treated as diffusive. Onsager's theory of that limit replaces the average by \(2I_1(y)/y\), where \(I_1\) is a modified Bessel function. With the same true value of 3.0, the two plots then give about 5.0 and 2.5. The temperature test would show intercepts of about −2.7 for \(\ln(J/E)\) and 1.4 for \(\ln J\), so the smaller intercept does not tell you which plot was divided correctly. None of this makes the factor \(E\) harmless: it still separates the two results by about a factor of two. It means that the rest of the prefactor matters as well. The sound procedure is to fit the complete law you believe in, with its prefactor, and to report how \(\varepsilon\) changes between plausible laws.

**Q.** How close is all this to a real MgO layer?

**A.** The permittivity is roughly the optical value of MgO; the trap depth and densities do not describe an identified defect, and the mobility is a choice. Several assumptions would be strained:

- **Tunnelling** just below the barrier top, estimated semiclassically for an electron that does not collide on the way, raises the current by 2% at the lowest field and 24% at the highest. Because it grows with field it steepens both plots, giving 2.78 and 1.63. The estimate needs a free path longer than the several nanometres of barrier to be crossed, so it does not apply at the low mobility chosen here.
- **Lattice response** is uncertain. Without collisions, an electron at thermal speed needs about 32 fs to reach the barrier top at the lowest field, against a rough lattice period of 46 fs, so the ions may partly follow. At the low mobility chosen here, diffusing that far would take about 7 ps by the one-dimensional estimate \(x^2/2D\) and about 2 ps by the three-dimensional \(x^2/6D\), in either case long enough for the ions to follow. The value 3.0 therefore suits only a much faster escape than this mobility allows. In the one-dimensional law a constant mobility drops out of the slopes, so the comparison of the two plots stands. With the ions following fully, \(\varepsilon\) would be near the static value of roughly 10. Then \(S\) would fall to \(12.71\sqrt{3/10}\approx6.96\), and the \(\ln J\) plot would return \(10(6.96/11.01)^2\approx4.0\), which could be mistaken for an optical value. With Onsager's diffusive factor as well, \(\ln(J/E)\) would give about 26 and \(\ln J\) about 7.
- **Neighbouring traps** have a typical spacing \(N_D^{-1/3}\) of 21.5 nm, but if they are placed at random the nearest one is on average only about 12 nm away. The barrier top lies 6.9 nm out at the lowest field. A single charge 21.5 nm away produces a stray field of about 0.01 MV/cm with \(\varepsilon=3\), or 0.003 MV/cm with the static value that applies to a charge at rest. Many randomly placed charges of both signs, \(10^{17}\ \mathrm{cm^{-3}}\) in all, typically produce about five times as much, which is about half the lowest applied field with \(\varepsilon=3\) and about a sixth of it with the static value. The low-field end is therefore the least secure.
- **Space charge** matters in thin films. The charge that an injecting contact could add at the highest field is about 5.5% of the trapped electrons here, and of the equally numerous empty traps it would fill. Even this is not negligible. With an ideal injecting contact, drift only and the static permittivity for the trapped charge, the weakened field near the contact raises the current at a given mean field by about 2% at the low end and 20% at the high end, and the two plots give about 2.8 and 1.64. At the same field and trap density it would be more than five times the trapped charge in a 100 nm film, and a uniform field could no longer be assumed.

The highest field is also about half of an assumed breakdown field of order 1 MV/cm (the real value depends strongly on thickness and film quality), so moving to much higher fields to suppress \(2/\sqrt E\) may not be possible.

**Q.** Then I can keep my old \(\ln J\) data, but not the old permittivities.

**A.** The data are fine. For constant mobility, subtract \(\ln E\) from each point and refit. If only the old slope survives, but you know which fields were used, fit \(\ln E\) against \(\sqrt E\) at those same fields and subtract the slope \(A_{\rm fit}\). The two routes agree because a least-squares slope is linear in the fitted values: the slope of \(\ln J-\ln E\) is the difference of the two slopes. The points need not be evenly spaced, provided both fits use the same points and the same weights. In the example, \(16.758-4.046=12.712\), and the permittivity returns to 3.00.

The closed form \(A\) is an estimate for when you know only the ends of the window and can assume many points uniform in \(\sqrt E\). Here it would leave \(16.758-4.031=12.727\), and a permittivity of \(3.0(12.712/12.727)^2\approx2.99\). Whichever you use, try the directional and diffusive prefactors too, and see how much of your answer depends on them. The numerical output lists the main values used here.

## Numbers as computed

```
Input permittivity (rough, MgO optical): 3.0
Temperature: 400 K; kT: 0.03447 eV
Trap depth: 1.20 eV; mass: 0.4 m_e
Donors, acceptors: 1.0e+17, 5.0e+16 cm^-3
Trap degeneracy: 2; mobility: 1.0 cm2/Vs
Thickness: 10 um; number of fields: 17
Field window: 0.1 to 0.5 MV/cm
sqrt(E) window: 0.3162 to 0.7071 (MV/cm)^0.5
beta: 0.4382 eV (cm/MV)^0.5
Barrier lowering at ends: 0.1386, 0.3098 eV
Distance to barrier top at ends: 6.93, 3.10 nm
J at ends: 3.313e-09, 2.383e-06 A/cm2
Free density at high field: 2.97e+07 cm^-3
Slope of ln(J/E): 12.712 (cm/MV)^0.5
Slope of ln J: 16.758 (cm/MV)^0.5
Added slope, fitted points: 4.046 (cm/MV)^0.5
Added slope, closed form: 4.031 (cm/MV)^0.5
2/sqrt(E) at ends: 6.325, 2.828 (cm/MV)^0.5
Permittivity from ln(J/E): 3.000
Permittivity from ln J: 1.726
Error of the ln J value: -42.5 percent
Local ln J permittivity at ends: 1.338, 2.007
R squared of the ln J line: 0.99930
Largest residual in ln J: 0.114
Uncompensated traps, slope of ln J: 10.402 (cm/MV)^0.5
Uncompensated traps, permittivity from ln J: 1.120
Slope of ln J at 350 K: 18.574 (cm/MV)^0.5
Slope of ln J at 400 K: 16.758 (cm/MV)^0.5
Slope of ln J at 450 K: 15.346 (cm/MV)^0.5
Intercept at 1/T = 0: 4.046 (cm/MV)^0.5
Neglected effects: permittivity from ln(J/E), from ln J
  directional average: 4.019, 2.146
  tunnelling: 2.783, 1.630
  velocity saturation: 3.048, 1.747
  all three as factors: 3.750, 2.040
Tunnelling factor at ends: 1.018, 1.236
Saturation velocity assumed: 1.0e+07 cm/s
Drift velocity at high field: 5.0e+05 cm/s
Mean trap spacing: 21.5 nm
Stray field of a charge at that spacing: 0.0103 MV/cm
Static permittivity (rough): 10
Injected charge / trapped electrons: 0.055
Highest field / rough breakdown field: 0.50
Time to reach barrier top at low field: 32 fs
Lattice period (rough phonon 0.09 eV): 46 fs
```
